# Fringe Shift with Defocus in Nontelecentric Two-Beam Imaging, part 2

Two mutually coherent plane waves of vacuum wavelength \(\lambda\) cross in a uniform medium of refractive index \(n\). The question is how far their fringes move sideways, along \(x\) in the image plane, when the observation plane moves along the optical axis \(z\), which is positive along the propagation. The waves travel in the \(x\)-\(z\) plane at signed angles \(\theta_1,\theta_2\) from \(z\), positive towards \(+x\). A fringe obeys

\[
\boxed{\;\frac{dx}{dz}=\tan m=\tan\frac{\theta_1+\theta_2}{2}\;}
\]

Unequal amplitudes lower the contrast (the difference of the extreme intensities divided by their sum) but do not move the fringes. In TE polarization both fields point along \(y\) and their overlap is 1. In TM polarization the fields lie in the \(x\)-\(z\) plane and the overlap is \(\cos(\theta_1-\theta_2)\); a negative value exchanges bright and dark. A test with six angle pairs, each in both polarizations, confirmed the law.

The dimensionless pupil coordinate \(q=n\sin\theta\) is unchanged by refraction at a surface parallel to the wafer. Neighbouring diffraction orders of a mask pattern with pitch \(p\) at wafer scale differ by \(\lambda/p\) in \(q\). For a pair at \(q_1=s+\delta\) and \(q_2=-s+\delta\), with \(s=\lambda/(2p)\) and a small common offset \(\delta\),

\[
\tan m=\frac{\delta}{C}+\frac{n^2\delta^3}{2C^5}+\dots,\qquad C=\sqrt{n^2-\left(\frac{\lambda}{2p}\right)^2}.
\]

The example is water immersion with \(\lambda=193\) nm, \(n=1.44\), numerical aperture 1.35, \(p=90\) nm and \(\delta=0.02\). Then \(s=1.0722\), \(C=0.961\), \(\theta_1=49.331^\circ\), \(\theta_2=-46.946^\circ\) and \(\tan m=0.02082\), so a defocus of 50 nm moves the fringes by 1.04 nm. Averaging the ray slopes, \((\tan\theta_1+\tan\theta_2)/2\), would give 0.0468, which is wrong.

## From one beam pair to a lithographic image

The first half established that two coherent waves at signed angles \(\theta_1,\theta_2\) in a medium of index \(n\) form fringes that move by \(\tan m\) per unit defocus, with \(m=(\theta_1+\theta_2)/2\). Defocus \(z\) is positive downstream. If the pupil coordinates \(n\sin\theta\) of the waves are \(s+\delta\) and \(-s+\delta\), with \(s=\lambda/(2p)\) for vacuum wavelength \(\lambda\) and pitch \(p\), then

\[
\tan m=\frac{\delta}{C}+\frac{n^2\delta^3}{2C^5}+\dots,\qquad C=\sqrt{n^2-s^2}.
\]

The example has \(\lambda=193\) nm, \(n=1.44\), \(p=90\) nm, \(s=1.0722\), \(C=0.961\), \(\delta=0.02\) and \(\tan m=0.02082\), which gives a shift of 1.04 nm at a defocus of 50 nm.

An actual image is formed by many source points, and the law holds for each pair of beams separately. The image has to be built up from the mask. Let the mask transmit fully in spaces of width \(p/2\), one of them centred at \(x=0\), and block the light elsewhere. All lengths are referred to wafer scale. The Fourier coefficients of this transmission are

\[
c_j=\frac1p\int_{-p/4}^{p/4}e^{-2\pi ijx/p}\,dx=\frac{\sin(\pi j/2)}{\pi j},
\]

with \(c_0=1/2\) as the limit \(j\to0\), and \(c_{\pm1}=1/\pi\). A source point that illuminates the mask with pupil coordinate \(q_s\) sends order \(j\) to \(q_s+j\lambda/p\). The lens passes the order if the magnitude of this coordinate does not exceed 1.35. Orders from one source point add as fields. Different source points are mutually incoherent, so their intensities add.

Dipole illumination has two poles. Ideally they sit at \(q_s=\pm s\), and here both are displaced by \(\delta\). The pole at \(s+\delta\) sends order 0 to \(s+\delta\) and order \(-1\) to \(s+\delta-2s=-s+\delta\). The nearest coordinate beyond these two has magnitude 3.197 and is blocked, so exactly two beams reach the wafer. The pole at \(-s+\delta\) sends order 0 to \(-s+\delta\) and order \(+1\) to \(s+\delta\). This is the same pair of directions with the two amplitudes exchanged. Both poles give fringes with the same tilt, and adding their intensities does not cancel the placement error.

The coefficients \(c_0\) and \(c_{\pm1}\) are positive, so the waves agree in phase at \(x=0\) when \(z=0\), and a bright fringe starts there. The image built from both displaced poles has its bright fringe at \(-1.041\), \(0.520\), \(1.041\) and \(2.082\) nm for defocus values of \(-50\), 25, 50 and 100 nm. These positions agree with \(z\tan m\) to all the digits given. Between \(-50\) and \(+50\) nm the pattern thus travels 2.08 nm. With \(\delta=0\) the same calculation gives no shift.

A different situation arises when the poles are correctly centred but the mask has another pitch. Keep the poles at \(\pm1.0722\), where they suit 90 nm, and image a pitch \(p'=100\) nm. The orders now differ by \(193/100=1.93\). The pole at \(+1.0722\) produces beams at \(1.0722\) and \(1.0722-1.93=-0.8578\). They are not symmetric about the axis, and their fringe slope is \(t=0.1013\). The other pole produces the mirror image of this pair, with slope \(-t\). At a defocus of 50 nm one pole alone would place the fringes at \(X_0=zt=5.06\) nm, and the other at \(-5.06\) nm.

Let the poles carry fractions \(w_A\) and \(w_B\) of the power, with \(w_A+w_B=1\) and \(A\) the pole on the positive side. Apart from a constant background and a common factor, the intensity is

\[
w_A\cos\frac{2\pi(x-X_0)}{p'}+w_B\cos\frac{2\pi(x+X_0)}{p'} .
\]

With \(\psi=2\pi X_0/p'\), the addition theorem turns this into

\[
(w_A+w_B)\cos\psi\,\cos\frac{2\pi x}{p'}+(w_A-w_B)\sin\psi\,\sin\frac{2\pi x}{p'} .
\]

A combination \(P\cos u+Q\sin u\) with \(P>0\) has its maximum where \(\tan u=Q/P\). The net shift \(X\) therefore obeys

\[
\tan\frac{2\pi X}{p'}=(w_A-w_B)\tan\psi\qquad(|\psi|<\pi/2).
\]

For balanced poles \(X=0\), and the contrast is multiplied by \(\cos\psi\). Here \(\psi=2\pi\times5.063/100=0.318\), so the factor is 0.950. The opposite tilts have cancelled as a displacement, but they return as a loss of contrast. The cancellation depends on the balance. With power fractions of 0.525 and 0.475, the right side is \(0.05\times\tan0.318=0.0165\), and

\[
X=\frac{100\ \text{nm}}{2\pi}\times0.0165=0.26\ \text{nm}.
\]

The image calculation gives the same shift and the same contrast factor. At \(\psi=\pi/2\) the balanced image loses its fringes altogether. This happens at \(z=p'/(4t)\), about 247 nm, and just beyond that defocus bright and dark lines are exchanged.

Real poles also have a finite size. Let a pole be a uniformly bright disc of radius \(R=0.10\) in pupil coordinates, centred at \(s+\delta\). A source point displaced by \(u\) along \(x\) and \(v\) along \(y\) gives both of its orders the coordinate \(v\) along \(y\). Their axial components are then proportional to \(\sqrt{n^2-v^2-q^2}\), so the earlier formulas hold with \(n^2\) replaced by \(n^2-v^2\) and \(\delta\) by \(\delta+u\). The two fields are still treated as parallel.

To leading order the slope of such a point is \((\delta+u)/C\), and the part \(u/C\) spreads the fringe positions about their centre. The disc is symmetric in \(u\), so this part multiplies the contrast by the average of \(\cos(a\tau)\), where \(\tau=u/R\) and

\[
a=\frac{2\pi zR}{pC}.
\]

A disc contains a share \((2/\pi)\sqrt{1-\tau^2}\,d\tau\) of its area between \(\tau\) and \(\tau+d\tau\). The average is

\[
\frac2\pi\int_{-1}^{1}\sqrt{1-\tau^2}\,\cos(a\tau)\,d\tau=\frac{2J_1(a)}{a}=1-\frac{a^2}{8}+\frac{a^4}{192}-\dots,
\]

where the integral is the standard representation of the Bessel function \(J_1\). The first terms can be checked directly. With \(\tau=\sin\beta\), the mean of \(\tau^2\) is \((2/\pi)\int\sin^2\beta\cos^2\beta\,d\beta\) over \(-\pi/2<\beta<\pi/2\). The integral equals \(\pi/8\), so the mean is \(1/4\), and \(-\tfrac12a^2\times\tfrac14=-a^2/8\). In the same way the mean of \(\tau^4\) is \(1/8\), and \(\tfrac1{24}a^4\times\tfrac18=a^4/192\).

For the example \(a=2\pi\times50\times0.10/(90\times0.961)=0.363\), and the factor is 0.984. The full image gives 0.983. At this defocus the pole size costs less than two per cent of the contrast.

The position changes slightly as well, from 1.041 to 1.052 nm. The higher terms of the slope account for this. The mean of \(u^2\) and that of \(v^2\) are both \(R^2/4=0.0025\). The cubic term contains \((\delta+u)^3\), whose average is \(\delta^3+3\delta R^2/4\). Replacing \(n^2\) by \(n^2-v^2\) in the leading term adds \(\delta v^2/(2C^3)\). Relative to \(\delta/C\), the change caused by the finite pole is

\[
\frac{3n^2}{2C^4}\frac{R^2}{4}+\frac{1}{2C^2}\frac{R^2}{4}\approx0.0091+0.0014=0.0105 .
\]

Multiplied by 1.04 nm, this gives 0.011 nm, as found. The figure takes the amplitude of each order to be independent of its direction. In a reduction lens that conserves energy the amplitude grows roughly as \((\cos\theta)^{-1/2}\), which weights the points of the pole unequally and raises the change in water to about 0.021 nm. The angle dependence of TE transmission into the resist lowers it again to about 0.013 nm.

A lens aberration that is odd across the pupil also displaces the pattern, but in a different way. Suppose it lengthens the optical path of the beam at positive pupil coordinate by \(W\) and shortens the other by \(W\). The phase difference gains \(2\pi(2W)/\lambda\). At focus the bright fringe then satisfies

\[
\frac{2\pi x}{p}+\frac{4\pi W}{\lambda}=0,\qquad x=-\frac{2Wp}{\lambda}.
\]

For \(W=0.5\) nm this is \(-90/193=-0.47\) nm. It adds to the defocus shift, and the total at 50 nm is \(1.04-0.47=0.57\) nm. In this model the aberration term does not depend on \(z\). A placement measured at a single nonzero defocus cannot separate the two causes, whereas the change of placement through focus isolates the tilt.

So far the pattern has been followed in water, down to the top of the resist. Inside the resist the beams are refracted. Their pupil coordinates are conserved, so the law applies again with the resist index in place of \(n\). Take a rough value of \(1.70+0.02i\) and a thickness of 80 nm. With the real part of the index, the slope is close to

\[
\frac{\delta}{\sqrt{1.70^2-s^2}}=\frac{0.02}{1.319}=0.01516 .
\]

From top to bottom the fringes lean by \(80\times0.01516=1.21\) nm. The calculation with the complex index gives the same figure. Absorption weakens the two waves by slightly different amounts, but unequal amplitudes do not move a fringe at a given depth. The real part of the axial wave vector, which does set the position, changes only in second order in the small imaginary index.

The lean is as large as the defocus shift, and it is present even when the top of the resist is in focus. With the top at a defocus of 50 nm, the fringe at the bottom stands \(1.04+1.21=2.25\) nm from its original position. This neglects the phase change on entering the absorbing resist, which adds about 0.01 nm. A single placement number for a resist line therefore needs a statement of the depth to which it refers.

Light reflected by the substrate disturbs the straight lean. Take TE light, let the reflected amplitude be \(r=0.1\) of the incident one, with a free phase, and leave out repeated bounces. At height \(y\) above the substrate each beam's field is multiplied by \(1+\rho e^{i\chi}\). Here \(\rho\) is \(r\) reduced by absorption on the path down and back, and \(\chi\) contains \(2k_zy\), where \(k_z\) is the real axial wave number. The two beams have different \(k_z\), so their phases are altered unequally. The phase of \(1+\rho e^{i\chi}\) changes with \(\chi\) at the rate

\[
\frac{\rho^2+\rho\cos\chi}{1+2\rho\cos\chi+\rho^2},
\]

which is largest in magnitude at \(\chi=\pi\), where it equals \(-\rho/(1-\rho)\). The two values of \(\chi\) differ by twice the phase that produces the lean between the height \(y\) and the substrate. The lean grows in proportion to \(y\), while absorption lowers \(\rho\) only slightly over this thickness, so the largest displacement is found at the top of the resist. It is about

\[
\frac{2\rho}{1-\rho}\times1.21\ \text{nm}.
\]

The imaginary part of the axial wave number is close to \((2\pi/193)(1.70\times0.02/1.319)=8.4\times10^{-4}\) per nm. Over the double path of 160 nm the amplitude falls by the factor \(e^{-0.134}=0.874\), so \(\rho=0.087\). The estimate is then 0.23 nm, which agrees with the largest change found by scanning the depth and the phase of the reflection. Repeated bounces between the substrate and the top of the resist, left out here, would raise it to about 0.26 nm.

Polarization governs how well these fringes can be seen. The beams cross at \(96^\circ\) in water, where the TM overlap is \(-0.109\), so TM light forms weak fringes with bright and dark exchanged. In the resist the beams are less oblique, and the overlap is \(+0.204\). The contrast must therefore be evaluated in the resist, where the exposure takes place. Without substrate reflection, and with equal phases of the two orders in both polarizations, a TM admixture there lowers the contrast and, as long as absorption is neglected, does not move the fringe centres. With the absorption assumed here, even pure TM light would then shift them by only about 0.04 nm. Reflection changes this. The reflected TM field points in a different direction from the incident one, and the TM overlap is small, so the reflection assumed above can move pure TM fringes by up to about 6 nm. Shifts of that size occur only where the reflection has almost cancelled the fringes, at a contrast near 0.04 for beams of equal amplitude. Where the contrast at the top of the resist stays above 0.1, the shift there remains below 1.4 nm.

The wavelength, aperture, water index and resist data lie in the usual range of water-immersion lithography, as rough values. The pitch of 90 nm is above the two-beam limit \(\lambda/(2\times1.35)=71.5\) nm. The offset of 0.02, or 1.5 per cent of the pupil radius, is a round number chosen for illustration and not the specification of a machine. Of the effects added to the 90 nm example, with TE light and the sizes assumed here, refraction into the resist is the largest: the lean adds up to 1.21 nm. The assumed aberration changes the placement by 0.47 nm, a single reflection by up to 0.23 nm, and the finite pole by 0.01 to 0.02 nm. Relief of the mask, which can give the orders additional phases, is not included.

For matched, balanced poles and a small common offset, a limit \(X_{\max}\) on the shift at the top of the resist requires, to leading order and for point-like poles,

\[
|\delta|\le\frac{X_{\max}\,C}{|z|}.
\]

A limit of 0.5 nm at a defocus of 50 nm gives \(|\delta|\le0.5\times0.961/50=0.0096\), about half the offset assumed here. The condition is specific to the pitch. Suppose a pattern of pitch 180 nm is exposed with its own matched poles and the same offset. Then \(s=193/360=0.536\), and the nearest further order, at a coordinate of magnitude \(3s-\delta=1.59\), is still blocked, so two beams remain. With \(C=\sqrt{1.44^2-0.536^2}=1.336\), the shift at 50 nm is \(50\times0.02/1.336=0.75\) nm instead of 1.04 nm. One lateral correction of the wafer cannot remove both.

The law describes a rigid displacement because two beams give a single sinusoid. With three beams at \(\theta\), \(0\) and \(-\theta\), the three pairs have slopes \(\tan(\theta/2)\), \(0\) and \(-\tan(\theta/2)\). Defocus then changes the shape of the profile. If the two outer beams have equal amplitudes and equal phases at focus, the profile still remains mirror-symmetric. The part of the defocus phase that is odd in the order number is a rigid shift, and the even part only alters the shape. The centre of symmetry moves with the slope of the outer pair. That slope is zero here, and it is \(\tan m\) of the two outer beams when three equally spaced orders share a common pupil offset. If the outer amplitudes differ, the profile becomes asymmetric out of focus, and no single slope describes the image. The main computed values are listed in the numerical output that follows.

## Calculated quantities

```
General test: angle pairs x polarizations = 12
General test: largest slope error = 3.3e-12
Wavelength = 193 nm, water index = 1.44
Numerical aperture = 1.35, pitch = 90 nm
Pupil offset = 0.020, defocus = 50 nm
Half order spacing in pupil = 1.0722
Pupil coordinates of orders = 1.0922, -1.0522
Next order at |pupil coordinate| = 3.197 (blocked)
theta1 = 49.331 deg
theta2 = -46.946 deg
Mean angle = 1.1926 deg
Slope from law = 0.02082 nm/nm
Slope from image = 0.02082 nm/nm
Slope from image = 20.82 nm/um
Small-offset slope = 0.02081 nm/nm
Mean of ray tangents (wrong rule) = 0.04677 nm/nm
Defocus -50 nm: image -1.0409 nm, law -1.0409 nm
Defocus 25 nm: image 0.5204 nm, law 0.5204 nm
Defocus 50 nm: image 1.0409 nm, law 1.0409 nm
Defocus 100 nm: image 2.0817 nm, law 2.0817 nm
Mismatched pitch = 100 nm
  slope for one pole = 0.10126 nm/nm
  shift, one pole = 5.063 nm
  shift, balanced poles = 0.000 nm
  contrast factor, balanced poles = 0.9498
  pole power fractions = 0.525, 0.475
  shift, unbalanced poles = 0.262 nm
Finite pole radius (pupil units) = 0.10
  shift = 1.0520 nm
  change from point pole = 0.0111 nm
  contrast factor, image = 0.9833
  contrast factor, Bessel law = 0.9836
Odd wavefront error = 0.5 nm
  shift at focus = -0.466 nm
  shift at 50 nm defocus = 0.575 nm
Resist index = 1.70 + 0.02i
Resist thickness = 80 nm
  fringe slope in resist = 0.01516 nm/nm
  lean from top to bottom = 1.213 nm
Substrate reflection amplitude = 0.10
  largest change of fringe centre = 0.232 nm
TM overlap in water = -0.109
TM overlap in resist = 0.204
```
